# Exponential stress relaxation in a clamped, ion-irradiated amorphous silicon film

An amorphous silicon film bonded to a thick wafer carries an in-plane tension of several hundred megapascals. Left in the dark near room temperature, it keeps this stress. Under a beam of MeV ions it flows, although the wafer prevents it from changing its lateral size. Stress can fall at fixed size because viscous strain replaces elastic strain. The rate at which this happens sets the ion fluence needed to relax the film.

## 1. Stress state and flow law

Let \(x,y\) lie in the film and \(z\) along its normal. Tension is positive and strains are small. The film is isotropic and uniform, and the region considered lies many film thicknesses from any edge. The two in-plane normal stresses are equal, with common value \(\sigma\), and there is no in-plane shear.

Since the stresses do not vary along \(x\) or \(y\), force balance along the normal reads \(\partial\sigma_{zz}/\partial z=0\). The upper surface is free, so \(\sigma_{zz}=0\) there and hence through the whole thickness. The same argument removes \(\sigma_{xz}\) and \(\sigma_{yz}\). The stress tensor is therefore

\[
\boldsymbol\sigma=\mathrm{diag}(\sigma,\sigma,0).
\]

Its mean normal stress is \((\sigma+\sigma+0)/3=2\sigma/3\). Subtracting this from each diagonal entry gives the deviator, the part of the stress that drives flow at constant volume:

\[
\mathbf s=\mathrm{diag}\!\left(\frac{\sigma}{3},\frac{\sigma}{3},-\frac{2\sigma}{3}\right).
\]

The flow is assumed to be Newtonian and to conserve volume. The shear viscosity \(\eta\) is defined by

\[
\mathbf s=2\eta\,\dot{\boldsymbol\varepsilon}^{\,v},
\]

where \(\boldsymbol\varepsilon^{v}\) is the viscous strain and the dot is a time derivative. The in-plane and normal components are

\[
\dot\varepsilon^{v}_{xx}=\frac{1}{2\eta}\,\frac{\sigma}{3}=\frac{\sigma}{6\eta},
\qquad
\dot\varepsilon^{v}_{zz}=-\frac{\sigma}{3\eta}.
\]

The six is thus a three from the deviator times a two from the definition of viscosity. Data reported with the convention \(\mathbf s=\eta'\dot{\boldsymbol\varepsilon}^{\,v}\) have \(\eta'=2\eta\) and must be converted before use here.

## 2. The clamp and the relaxation rate

With Young modulus \(E\) and Poisson ratio \(\nu\), Hooke's law gives the in-plane elastic strain

\[
\varepsilon^{e}_{xx}=\frac{\sigma_{xx}-\nu\sigma_{yy}-\nu\sigma_{zz}}{E}
=\frac{(1-\nu)\sigma}{E}=\frac{\sigma}{M},
\qquad M=\frac{E}{1-\nu}.
\]

\(M\) is the biaxial modulus. Elastic and viscous strains add. A rigid substrate holds the total in-plane strain constant, so if the beam produces no other strain,

\[
\frac{\dot\sigma}{M}+\frac{\sigma}{6\eta}=0,
\qquad\text{or}\qquad
\dot\sigma=-\frac{M}{6\eta}\,\sigma .
\]

For constant \(\eta\), separating variables gives \(\ln(\sigma/\sigma_0)=-Mt/(6\eta)\), and hence

\[
\boxed{\;\sigma(t)=\sigma_0e^{-t/\tau},\qquad \tau=\frac{6\eta}{M}\;}
\]

where \(\sigma_0\) is the stress at \(t=0\). The law holds for tension and compression alike.

**Fluence as the clock.** Let \(f\) be the ion flux. If each ion contributes independently a strain proportional to the stress, the viscous strain rate is proportional to \(f\), and

\[
\eta=\frac{H}{f},
\]

with \(H\) a constant for given ion, energy, film and temperature. With fluence \(F=\int f\,dt\), we have \(\dot\sigma=f\,d\sigma/dF\). The flux cancels:

\[
\frac{d\sigma}{dF}=-\frac{M}{6H}\sigma,
\qquad
\sigma(F)=\sigma_0e^{-F/F_r},
\qquad F_r=\frac{6H}{M}.
\]

In this model a varying flux does not alter the stress reached at a given fluence. It would do so if \(H\) itself depended on flux, or on a temperature that follows the flux. Even at constant \(H\), a temperature that follows the flux adds a thermal mismatch stress that depends on the flux history (Section 7).

**Test of the factor.** The three-dimensional equations were integrated numerically from the bulk and shear response, with the clamp and free surface imposed, using the constants of Section 4. At \(t=0.5\tau\), \(\tau\) and \(3\tau\) the stress agreed with the boxed law within a relative tolerance of \(10^{-6}\). So did the stress after \(2\tau\) under the flux \(f[1+0.8\sin(2\pi t/\tau)]\), which delivers the same fluence as a steady beam.

## 3. Energy, thickness and unequal stresses

**Energy.** The two in-plane directions each store \(\tfrac12\sigma(\sigma/M)\), so the elastic energy density is \(\sigma^2/M\). The heat produced per unit volume and time is

\[
\sigma_{xx}\dot\varepsilon^v_{xx}+\sigma_{yy}\dot\varepsilon^v_{yy}
=2\sigma\frac{\sigma}{6\eta}=\frac{\sigma^2}{3\eta}.
\]

Its integral over the complete relaxation is

\[
\int_0^\infty\frac{\sigma_0^2e^{-2t/\tau}}{3\eta}\,dt
=\frac{\sigma_0^2}{3\eta}\,\frac{\tau}{2}
=\frac{\sigma_0^2}{M}.
\]

All the stored energy becomes heat, as it must when the clamp does no work.

**Thickness.** The initial elastic normal strain is \(-2\nu\sigma_0/E\). Its disappearance contributes \(+2\nu\sigma_0/E\). Meanwhile the in-plane viscous strain grows to \(\sigma_0/M\), replacing the lost elastic strain. Volume conservation makes the viscous normal strain \(-2\sigma_0/M\). The total change is

\[
\Delta\varepsilon_{zz}
=\frac{2\nu\sigma_0}{E}-\frac{2(1-\nu)\sigma_0}{E}
=-\frac{2(1-2\nu)\sigma_0}{E}.
\]

A tensile film becomes thinner. Its tension had dilated it elastically, and this extra volume is lost while the area stays fixed.

**Unequal in-plane stresses.** Let \(\sigma_x\ne\sigma_y\) be the normal stresses along the principal axes. The mean stress is \((\sigma_x+\sigma_y)/3\), so \(s_x=(2\sigma_x-\sigma_y)/3\), and the clamp requires

\[
\frac{\dot\sigma_x-\nu\dot\sigma_y}{E}+\frac{2\sigma_x-\sigma_y}{6\eta}=0,
\qquad
\frac{\dot\sigma_y-\nu\dot\sigma_x}{E}+\frac{2\sigma_y-\sigma_x}{6\eta}=0.
\]

Adding the equations gives, for the sum \(S=\sigma_x+\sigma_y\),

\[
\frac{1-\nu}{E}\dot S+\frac{S}{6\eta}=0 .
\]

Subtracting them gives, for \(D=\sigma_x-\sigma_y\),

\[
\frac{1+\nu}{E}\dot D+\frac{D}{2\eta}=0 .
\]

The average stress therefore decays at \(M/(6\eta)\). Since the shear modulus is \(G=E/[2(1+\nu)]\), the difference decays at \(G/\eta\). A single stress component then follows two exponentials. The ratio of the rates is

\[
\frac{M/(6\eta)}{G/\eta}=\frac{1+\nu}{3(1-\nu)}.
\]

It equals one in the incompressible limit \(\nu\to1/2\), where the thickness change also vanishes. For \(0<\nu<1/2\) it is below one, and the equal-biaxial part relaxes more slowly than the difference.

## 4. A 300 nm film under 3 MeV ions

Consider an amorphous silicon film 300 nm thick on a 500 µm crystalline silicon wafer, irradiated by heavy 3 MeV ions that pass through the film. The inputs are rough, round values: \(E=120\) GPa, \(\nu=0.25\), \(\sigma_0=500\) MPa, \(f=10^{11}\) ions/cm²/s and \(H=8\times10^{24}\) Pa ions/cm².

The biaxial modulus is \(M=120/0.75=160\) GPa. The viscosity and relaxation time are

\[
\eta=\frac{8\times10^{24}}{10^{11}}=8\times10^{13}\ \text{Pa s},
\qquad
\tau=\frac{6(8\times10^{13})}{1.6\times10^{11}}=3000\ \text{s},
\]

or 50 minutes. The relaxation fluence is \(F_r=f\tau=3\times10^{14}\) ions/cm². After one, two and three such fluences the simple law gives 184, 68 and 25 MPa.

The initial elastic strain is \(500/160000=0.31\%\), which supports the use of small-strain theory. The normal strain changes by

\[
-\frac{2(1-0.5)(500)}{120000}=-0.42\%,
\]

which thins the film by 1.25 nm, apart from sputtering and any strain produced by the beam itself (Section 5). If the in-plane stresses were unequal, their difference would decay in \(\eta/G=1667\) s, with \(G=48\) GPa.

## 5. Strain produced by the beam itself

The simple exponential law assumes that the beam causes no strain in a stress-free film. Two kinds of beam-induced strain break this assumption. A steady anisotropic strain shifts the final stress away from zero, whereas swelling that comes to an end only adds a stress that later relaxes.

**Anisotropic strain.** Suppose that each unit of fluence adds the volume-conserving strain \(A\,\mathrm{diag}(1,1,-2)\), independent of stress. With \(A>0\), a free film would grow laterally and become thinner. The clamp condition per unit fluence is now

\[
\frac1M\frac{d\sigma}{dF}+\frac{\sigma}{6H}+A=0 .
\]

Setting the derivative to zero gives the steady stress \(\sigma_s=-6HA\). The difference \(\sigma-\sigma_s\) obeys the original decay equation, so

\[
\sigma(F)=\sigma_s+(\sigma_0-\sigma_s)e^{-F/F_r}.
\]

The decay constant is unchanged, but the target is compressive. For \(\sigma_0>0\), setting \(\sigma=0\) gives \(e^{F/F_r}=1+\sigma_0/|\sigma_s|\), and the stress changes sign at

\[
F_0=F_r\ln\!\left(1+\frac{\sigma_0}{|\sigma_s|}\right).
\]

With an assumed \(A=10^{-18}\) cm²/ion, \(\sigma_s=-48\) MPa and \(F_0=7.3\times10^{14}\) ions/cm². At \(9\times10^{14}\) ions/cm² the stress is \(-48+548e^{-3}=-21\) MPa, where the simple law gives \(+25\) MPa. The discrepancy is about 9% of the initial stress, but it decides the sign of the late stress.

It also affects the extraction of \(H\). The initial slope is \(-(\sigma_0-\sigma_s)/F_r\). Reading it as \(-\sigma_0/F_r\) overestimates the rate by the factor \(548/500\), or about 10%. A fit should leave \(\sigma_s\) free and use data that extend well beyond \(F_r\), because over a short range noise makes \(\sigma_s\) and the decay constant hard to separate. In the absence of swelling it then yields \(M/H\), and \(H\) follows once \(M\) is known. Swelling at a constant rate per unit fluence only shifts the fitted \(\sigma_s\). Swelling whose rate changes within the fitted range can bias the decay constant. It must then be included in the fit or, if it soon ends, the early data left out.

**Swelling.** Let \(e(F)\) be an isotropic linear strain due to a density change, with \(e(0)=0\). It adds \(de/dF\) to the clamp condition. For \(A=0\), multiplying by \(Me^{F/F_r}\) and integrating gives

\[
\sigma(F)=\sigma_0e^{-F/F_r}
-M\int_0^F\frac{de}{dF'}\,e^{-(F-F')/F_r}\,dF'.
\]

The exponential in the integral describes relaxation of the stress that swelling has already produced. For swelling that only increases, the added compression is at most \(M\) times the total linear strain. An assumed volume increase of 0.10% has one third of that as linear strain, so if it occurs suddenly the stress changes by \(-160000(0.001/3)=-53\) MPa. This change then decays with the same \(F_r\). Densification has the opposite sign.

## 6. Wafer compliance and curvature

A real wafer yields slightly. Let \(h\) be the film thickness, \(h_s\gg h\) the wafer thickness and \(M_s\) the wafer's biaxial modulus. The film carries a force per width \(N=\sigma h\), and the wafer is free to bend. Measure \(z\) from the wafer's midplane, and write the wafer strain as \(a+bz\). The wafer must carry the opposite force, applied at its upper face:

\[
M_sh_s\,a=-N,
\qquad
M_s\frac{h_s^3}{12}\,b=-N\frac{h_s}{2}.
\]

Thus \(a=-N/(M_sh_s)\) and \(b=-6N/(M_sh_s^2)\). At the upper face,

\[
a+\frac{bh_s}{2}=-\frac{N}{M_sh_s}-\frac{3N}{M_sh_s}
=-\frac{4\sigma h}{M_sh_s}.
\]

The film shares this strain. Its rate replaces the zero on the right of the clamp condition:

\[
\frac{\dot\sigma}{M}+\frac{\sigma}{6\eta}
=-\frac{4h\dot\sigma}{M_sh_s}.
\]

Collecting the terms in \(\dot\sigma\),

\[
\dot\sigma=-\frac{M}{6\eta}\,\frac{\sigma}{1+c},
\qquad c=\frac{4Mh}{M_sh_s}.
\]

For \(M_s=180\) GPa the rate falls by 0.21%. The wafer is effectively rigid for this film.

The same calculation gives the magnitude of the curvature,

\[
|b|=\frac{6|\sigma|h}{M_sh_s^2},
\]

which is initially 0.020 m⁻¹, a radius of 50 m. Curvature measures the force from all stressed layers. Ions that cross the film also damage the wafer below it. Suppose that a damaged layer 1000 nm thick acquires \(-200\) MPa. Its force per width is \(-200\) N/m, against \(+150\) N/m for the unrelaxed film. The net curvature would then have the sign of a compressive film while the film is still tensile. At this stress the reversal for the unrelaxed film needs a layer thicker than 750 nm. The thickness depends on the ion, and the heaviest ions at 3 MeV stop sooner, in which case the layer cancels much of the curvature without reversing it.

The same layer changes the film stress by 1.4 MPa, because it acts on the film through the small strain of the whole wafer. The relaxation law for the film thus survives, but the curvature signal needs a separate measurement of the wafer's contribution, for instance on a wafer without the film. The film slows the ions about as much as the same thickness of wafer would, so at the same ion energy the bare wafer has a damaged layer thicker by roughly the film thickness. The energy must be lowered to match, or the result corrected for this difference.

## 7. Depth, heating and flow without the beam

**Depth.** With a rigid substrate, each layer has fixed in-plane strain and relaxes at its own rate. If the rate varies linearly across the film by a fraction \(\pm\delta\) about its mean, averaging the exponentials over depth gives

\[
\frac{\langle\sigma\rangle}{\sigma_0}
=e^{-u}\,\frac{\sinh(\delta u)}{\delta u},
\qquad u=\frac{F}{F_r},
\]

where \(F_r\) belongs to the mean rate. For \(\delta=0.075\) at \(u=1\), the slow and fast faces have 198 and 171 MPa. The average exceeds the uniform-film value by only about \(\delta^2/6\), or 0.1% of that value. A stress gradient can therefore develop while the mean stress still looks like a single exponential. If the ions stop inside the film, the layers beyond their damage do not relax, and this small-variation estimate does not apply.

**Heating.** The beam delivers 0.048 W/cm². If the wafer loses heat by radiation alone, from two faces of emissivity 0.7 to surroundings at 300 K, it reaches 345 K. An assumed expansion mismatch of \(10^{-6}\) K⁻¹ then gives a stress of magnitude 7 MPa. Its sign depends on which material expands more. A lightly doped wafer can have a much lower emissivity near room temperature: a value of 0.2 would give 414 K and 18 MPa. The thermal stress relaxes under the beam like any other, so cooling after a long irradiation leaves a stress of nearly the same magnitude and opposite sign. Thermal contact with a holder at 300 K would reduce the rise. A change of \(H\) with temperature is not included.

**Flow without the beam.** If thermal and beam-driven flow add, so do their relaxation rates. Assume that the dark relaxation time is at least one year at the temperature of use. The dark rate is then at most \(9.5\times10^{-5}\) of the beam rate here. At fixed \(H\) and temperature this ratio varies as \(1/f\), so fluence remains a good clock for fluxes well above about \(10^7\) ions/cm²/s, provided that any pauses in the beam are short in total compared with the dark relaxation time. A pause of 30 days would lower the stress by up to 8% without adding fluence. At high flux, heating sets the limit: with radiation cooling alone and emissivity 0.7, a flux of \(10^{12}\) ions/cm²/s would bring the wafer to about 510 K, with a mismatch stress near 34 MPa, and the temperature could no longer be treated as fixed.

## 8. Use for real films

Amorphous silicon does flow under MeV ions near room temperature, and tensions of hundreds of megapascals occur in deposited films. The moduli used here are meant to be realistic in order of magnitude, whereas the fluence scale follows from an assumed \(H\) and only illustrates the calculation. The value of \(H\) must be measured for the ion, energy and film in question, since \(F_r\) is proportional to it. Among the effects sized above, beam-induced strain changes the film stress most: by roughly 50 MPa for the assumed strains, or 10% of the initial stress. Fluences of \(10^{14}\) to \(10^{15}\) heavy ions/cm² can also amorphize a silicon wafer near room temperature, which is why the wafer's part of the curvature cannot be ignored.

For a calculation in steps of fluence \(\Delta F\), with \(M\) and the temperature constant throughout, \(H\) and \(A\) constant during each step, and no swelling, the update is

\[
\sigma_{n+1}=\sigma_s+(\sigma_n-\sigma_s)e^{-\Delta F/F_r}.
\]

It follows from the solution in Section 5 and introduces no time-stepping error under these conditions. If the temperature jumps between steps, as when the beam is switched on or off, the resulting change in thermal stress must be added to the film stress at that point. The simple law is the case \(\sigma_s=0\). For a film with a nearly uniform relaxation rate, it is adequate while \(|\sigma|\) remains large compared with \(|\sigma_s|\) and with any swelling or thermal stress. Below that level the late stress must be computed with those terms included. If the rate varies with depth, the local stress needs each layer's own \(F_r\), because the relative error grows with fluence: for the slow face in Section 7 it is \(e^{3\delta}-1\), or 25%, at \(u=3\). The numerical output lists the main inputs and results.

## Values computed for the example and the checks

```
INPUTS (rough round values)
Young modulus: 120 GPa; Poisson ratio: 0.25
Initial film stress: 500 MPa
Film thickness: 300 nm
Ion energy: 3 MeV
Ion flux: 1.0e+11 ions/cm2/s
Viscosity times flux H: 8.0e+24 Pa ions/cm2
Wafer biaxial modulus: 180 GPa
Wafer thickness: 500 um
RESULTS OF THE SIMPLE LAW
Film biaxial modulus: 160.0 GPa
Film shear modulus: 48.0 GPa
Shear viscosity under beam: 8.00e+13 Pa s
Relaxation rate: 3.333e-04 1/s
Relaxation time: 3000 s = 50.0 min
Relaxation fluence: 3.00e+14 ions/cm2
Stress at 3.0e+14 ions/cm2: 183.9 MPa
Stress at 6.0e+14 ions/cm2: 67.7 MPa
Stress at 9.0e+14 ions/cm2: 24.9 MPa
Initial elastic strain in plane: 0.3125 %
Elastic energy density: 1.5625 MJ/m3
Heat from tensor integration: 1.5625 MJ/m3
Final normal strain change: -0.4167 %
Film thickness change: -1.25 nm
Decay time of in-plane stress difference: 1667 s
Initial curvature from film: 0.0200 1/m
EFFECTS LEFT OUT
Assumed anisotropic strain: 1.0e-18 cm2/ion
Final stress from it: -48.0 MPa
Stress with it at 9.0e+14 ions/cm2: -20.7 MPa
Zero-stress fluence with it: 7.31e+14 ions/cm2
Assumed volume swelling: 0.10 %
Stress from sudden swelling: -53.3 MPa
Assumed rate variation in depth: +/-7.5 %
Slow and fast layers at 3.0e+14 ions/cm2: 198.3, 170.6 MPa
Rate reduction by wafer compliance: 0.213 %
Assumed damaged wafer layer: 1000 nm, -200 MPa
Film stress change from that layer: 1.42 MPa
Force per width, film: 150 N/m
Force per width, damaged wafer: -200 N/m
Beam heat flux: 0.0481 W/cm2
Assumed ambient: 300 K; emissivity: 0.7
Wafer temperature, radiation cooling only: 345 K
Assumed expansion mismatch: 1.0e-06 1/K
Thermal mismatch stress magnitude: 7.2 MPa
Assumed minimum dark relaxation time: 1 year
Largest dark/beam rate ratio: 9.5e-05
```
